# Why overlapping divergences in two-loop vacuum polarization need no new counterterms: a numerical check

```python
"""Two-loop vacuum polarization of massless QED in d = 4 - 2*eps dimensions.

Result under test: the graph with a photon across the electron loop and the
two graphs with an electron self-energy have opposite double poles.  Their
counterterm graphs cancel because Z1 = Z2, and the sum has a simple pole only:
    Pi_2 = a^2 * (2/eps - 4*L + constant),  a = e^2/(16 pi^2), L = ln(p^2/mu^2).
Euclidean momenta; inverse photon propagator proportional to 1 + Pi.
xi is the gauge parameter (1 Feynman, 0 Landau).  Loop momenta are k and l,
the external momentum p has p^2 = 1, and the denominators are
    D1=k^2, D2=l^2, D3=(k+p)^2, D4=(l+p)^2, D5=(k-l)^2.
Loop measure: d^dk/pi^(d/2), times exp(gamma*eps) for minimal subtraction.
"""
from functools import lru_cache
import numpy as np
from mpmath import mp
from scipy import constants
from scipy.integrate import quad
from sympy import QQ, ring

mp.dps = 30
R, D1, D2, D3, D4, D5, DIM = ring("D1,D2,D3,D4,D5,dim", QQ)
HALF = QQ(1, 2)
KL = (D1 + D2 - D5) * HALF
KP = (D3 - D1 - 1) * HALF
LP = (D4 - D2 - 1) * HALF
GRAM = ((D1, KL, KP), (KL, D2, LP), (KP, LP, R.one))

# Vectors are coefficient triples on (k, l, p); strings are summed indices.
k, l, p = (1, 0, 0), (0, 1, 0), (0, 0, 1)
kp, lp, q = (1, 0, 1), (0, 1, 1), (1, -1, 0)


def dot(u, v):
    total = R.zero
    for i in range(3):
        for j in range(3):
            if u[i] * v[j]:
                total = total + GRAM[i][j] * (u[i] * v[j])
    return total


@lru_cache(maxsize=None)
def trace(slots):
    """Trace of a product of gamma matrices in d dimensions, tr 1 = 4."""
    if not slots:
        return R.one * 4
    first, rest = slots[0], slots[1:]
    total = R.zero
    for j, other in enumerate(rest):
        left = rest[:j] + rest[j + 1:]
        factor = R.one
        if isinstance(first, str):
            if other == first:
                factor = DIM
            else:
                left = tuple(other if x == first else x for x in left)
        elif isinstance(other, str):
            left = tuple(first if x == other else x for x in left)
        else:
            factor = dot(first, other)
        total = total + factor * trace(left) * (-1) ** j
    return total


@lru_cache(maxsize=None)
def G(a, b, eps):
    """Massless one-loop integral of 1/(k^2)^a/((k+p)^2)^b at p^2 = 1."""
    h = 2 - eps
    return (mp.gamma(h - a) * mp.gamma(h - b) * mp.gamma(a + b - h)
            * mp.rgamma(a) * mp.rgamma(b) * mp.rgamma(2 * h - a - b))


def along_p(a, b, eps):
    """Average of k.p in the one-loop integral with powers a, b."""
    return (G(a, b - 1, eps) - G(a - 1, b, eps) - G(a, b, eps)) / 2


@lru_cache(maxsize=None)
def F(n, eps):
    """Two-loop integral with integer powers n of D1..D5."""
    n1, n2, n3, n4, n5 = n
    if min(n) > 0:  # integration by parts lowers D2, D4 or D5
        right = n1 * (F((n1 + 1, n2, n3, n4, n5 - 1), eps)
                      - F((n1 + 1, n2 - 1, n3, n4, n5), eps))
        right += n3 * (F((n1, n2, n3 + 1, n4, n5 - 1), eps)
                       - F((n1, n2, n3 + 1, n4 - 1, n5), eps))
        return right / (4 - 2 * eps - n1 - n3 - 2 * n5)
    if n5 <= 0:
        if min(n[:4]) <= 0:
            return mp.mpf(0)
        if n5 == 0:
            return G(n1, n3, eps) * G(n2, n4, eps)
        assert n5 == -1
        return (G(n1 - 1, n3, eps) * G(n2, n4, eps)
                + G(n1, n3, eps) * G(n2 - 1, n4, eps)
                - 2 * along_p(n1, n3, eps) * along_p(n2, n4, eps))
    for i, j in ((0, 2), (1, 3), (0, 1), (2, 3)):
        if n[i] <= 0 and n[j] <= 0:
            return mp.mpf(0)  # no scale left in a loop
    # relabel loops so that the absent denominator is D1
    best = max((n[i], i) for i in range(4) if n[i] <= 0)[1]
    order = ((0, 1, 2, 3), (1, 0, 3, 2), (2, 3, 0, 1), (3, 2, 1, 0))[best]
    n1, n2, n3, n4 = (n[i] for i in order)
    s = n3 + n5 - 2 + eps
    inner = G(n3, n5, eps)
    if n1 == 0:
        return inner * G(n2, n4 + s, eps)
    assert n1 == -1
    lower = G(n3 - 1, n5, eps)
    vector = (lower + inner - G(n3, n5 - 1, eps)) / 2
    return (lower * G(n2, n4 + s - 1, eps) + inner * G(n2, n4 + s, eps)
            - vector * (G(n2, n4 + s - 1, eps) + G(n2, n4 + s, eps)
                        - G(n2 - 1, n4 + s, eps)))


def number(c):
    return mp.mpf(int(c.numerator)) / int(c.denominator)


def two_loop(poly, powers, eps):
    total = mp.mpf(0)
    for e, c in poly.terms():
        n = tuple(powers[i] - int(e[i]) for i in range(5))
        total += number(c) * (4 - 2 * eps) ** int(e[5]) * F(n, eps)
    return total


def one_loop(poly, n2, n4, eps):
    total = mp.mpf(0)
    for e, c in poly.terms():
        assert e[0] == e[2] == e[4] == 0
        total += (number(c) * (4 - 2 * eps) ** int(e[5])
                  * G(n2 - int(e[1]), n4 - int(e[3]), eps))
    return total


def vertex_parts(m, eps):
    """Feynman and longitudinal parts; m is the outer index or vector."""
    return (two_loop(trace((m, k, 'a', l, m, lp, 'a', kp)),
                     (1, 1, 1, 1, 1), eps),
            two_loop(trace((m, k, q, l, m, lp, q, kp)),
                     (1, 1, 1, 1, 2), eps))


def self_parts(m, eps):
    """Same for the two self-energy graphs together."""
    return (2 * two_loop(trace((m, k, 'a', l, 'a', k, m, kp)),
                         (2, 1, 1, 0, 1), eps),
            2 * two_loop(trace((m, k, q, l, q, k, m, kp)),
                         (2, 1, 1, 0, 2), eps))


def in_gauge(parts, xi):
    return parts[0] - (1 - xi) * parts[1]


# Laurent coefficients from values on a circle around eps = 0
POINTS = [mp.mpf('0.1') * mp.expjpi(2 * (j + mp.mpf('0.5')) / 24)
          for j in range(24)]


def coefficient(values, order):
    return mp.re(sum(v * e ** (-order) for v, e in zip(values, POINTS)) / 24)


def close(x, y, tol=1e-10):
    return abs(x - y) < tol


# --- one-loop integral against momentum-space quadrature in d = 3 ---
b_test = 0.8


def radial(x):
    c = 2 * (1 - b_test)
    return (2 * np.pi * ((1 + x) ** c - abs(1 - x) ** c)
            / (2 * x * (1 - b_test)) / np.pi ** 1.5)


g_quad = quad(lambda x: radial(x) + radial(1 / x) / x ** 2, 0, 1,
              limit=200)[0]
g_formula = G(mp.mpf(1), mp.mpf(b_test), mp.mpf('0.5'))
assert close(g_quad, g_formula, 1e-5)

# --- finite five-propagator integral: recursion against 2D quadrature ---
step = 0.02
axis = np.arange(-20, 20, step) + step / 2
u, v = axis[:, None], axis[None, :]
spread = (abs(u) + abs(v) + abs(u - v)) / 2
kite_quad = -np.log(-np.expm1(-spread)).sum() * step ** 2
kite = F((1, 1, 1, 1, 1), mp.mpf('1e-6'))
assert close(kite, kite_quad, 2e-3)  # grid error is of order step^2*log(step)
assert close(kite, 6 * mp.zeta(3), 1e-4)

# --- hand-reduced graphs, transversality, gauge part ---
for e in (mp.mpf('0.07'), mp.mpf('-0.13')):
    d = 4 - 2 * e
    g1 = G(1, 1, e)
    N, S = g1 * G(1, 1 + e, e), g1 * G(1, e, e)
    K = F((1, 1, 1, 1, 1), e)
    hand_vertex = (32 * N - 12 * g1 ** 2 - 8 * K - 2 * (d - 4) * g1 ** 2
                   - 4 * (d - 4) * (2 * S - 4 * N + K)
                   - (d - 4) ** 2 * (4 * S - 2 * g1 ** 2))
    hand_self = 2 * (d - 2) ** 2 * (S - N)
    vert, selfe = vertex_parts('m', e), self_parts('m', e)
    assert close(vert[0], hand_vertex) and close(selfe[0], hand_self)
    J = (F((-1, 1, 1, 0, 2), e) + F((0, 1, 1, -1, 2), e)
         - F((0, 1, 1, 0, 1), e) - F((0, 1, 1, 0, 2), e)) / 2
    assert close(vert[1], 8 * (d - 2) * J)
    assert close(selfe[1], -8 * (d - 2) * J)
    vert_p, self_p = vertex_parts(p, e), self_parts(p, e)
    for xi in (0, 1, 3):
        assert close(in_gauge(vert_p, xi) + in_gauge(self_p, xi), 0)

# --- Ward identity at zero momentum transfer, electron momentum P ---
P, photon = (0, 0, -1), (0, 1, 1)


def propagator_correction(eps, xi):
    return in_gauge((one_loop(trace((P, 'a', l, 'a')), 1, 1, eps),
                     one_loop(trace((P, photon, l, photon)), 1, 2, eps)),
                    xi) / 4


def vertex_correction(eps, xi):
    t = in_gauge((one_loop(trace(('n', 'a', l, 'n', l, 'a')), 2, 1, eps),
                  one_loop(trace(('n', photon, l, 'n', l, photon)),
                           2, 2, eps)), xi) / 4
    w = in_gauge((one_loop(trace((P, 'a', l, P, l, 'a')), 2, 1, eps),
                  one_loop(trace((P, photon, l, P, l, photon)),
                           2, 2, eps)), xi) / 4
    A = (t - w) / (3 - 2 * eps)
    return A, w - A


for xi in (0, 1, 3):
    e = mp.mpf('0.07')
    A, B = vertex_correction(e, xi)
    assert close(A, -propagator_correction(e, xi))
    assert close(B, -2 * e * A)

# --- Laurent expansions on the circle ---
scheme = [mp.exp(mp.euler * e) for e in POINTS]
pi1 = [c * one_loop(trace(('m', l, 'm', lp)), 1, 1, e) / (3 - 2 * e)
       for c, e in zip(scheme, POINTS)]
vertex_raw = [vertex_parts('m', e) for e in POINTS]
self_raw = [self_parts('m', e) for e in POINTS]
c1 = coefficient(pi1, -1)
c1_finite = coefficient(pi1, 0)
hand_pi1 = [c * 2 * (2 - 2 * e) / (3 - 2 * e) * G(1, 1, e)
            for c, e in zip(scheme, POINTS)]
assert all(close(x, y) for x, y in zip(pi1, hand_pi1))
assert close(c1, mp.mpf(4) / 3)


def show(label, value, digits=6):
    print(f"{label}: {float(mp.re(value)):.{digits}f}")


print("All pole coefficients are dimensionless, d = 4 - 2 eps")
show("One-loop integral, d=3 test, quadrature", g_quad)
show("One-loop integral, d=3 test, formula", g_formula)
show("Five-propagator integral K, quadrature", kite_quad, 3)
show("Five-propagator integral K, recursion", kite, 4)
show("One-loop Pi/a, 1/eps", c1)
show("One-loop Pi/a, finite at L=0", c1_finite)

L_test = 3
for xi in (0, 1, 3):
    vg = [c ** 2 * in_gauge(x, xi) / (3 - 2 * e)
          for c, x, e in zip(scheme, vertex_raw, POINTS)]
    sg = [c ** 2 * in_gauge(x, xi) / (3 - 2 * e)
          for c, x, e in zip(scheme, self_raw, POINTS)]
    total = [x + y for x, y in zip(vg, sg)]
    z2 = coefficient([c * propagator_correction(e, xi)
                      for c, e in zip(scheme, POINTS)], -1)
    z1 = -coefficient([c * vertex_correction(e, xi)[0]
                       for c, e in zip(scheme, POINTS)], -1)
    assert close(z1, z2) and close(z1, -xi)

    def poles(graph, counter, L):
        """Poles of a graph plus counter/eps times one-loop Pi at log L."""
        vals = [g * mp.exp(-2 * e * L) + counter / e * f * mp.exp(-e * L)
                for g, f, e in zip(graph, pi1, POINTS)]
        return coefficient(vals, -2), coefficient(vals, -1)

    v0, s0 = poles(vg, 0, 0), poles(sg, 0, 0)
    assert close(v0[0], mp.mpf(4) * xi / 3)
    assert close(s0[0], -mp.mpf(4) * xi / 3)
    v_sub, s_sub = poles(vg, 2 * z1, 0), poles(sg, -2 * z2, 0)
    assert close(poles(vg, 2 * z1, L_test)[1], v_sub[1])
    assert close(poles(sg, -2 * z2, L_test)[1], s_sub[1])
    shifts = [poles(vg, n * z1, L_test)[1] - poles(vg, n * z1, 0)[1]
              for n in (0, 1, 2)]
    if xi:
        assert abs(shifts[0]) > 1 and abs(shifts[1]) > 1
    t3, t2, t1, t0 = (coefficient(total, n) for n in (-3, -2, -1, 0))
    assert close(t3, 0) and close(t2, 0) and close(t1, 2)
    assert close(t0, mp.mpf(55) / 3 - 16 * mp.zeta(3))
    print(f"Gauge xi = {xi}")
    print(f" delta1, delta2 (a/eps): {float(z1):.4f}, {float(z2):.4f}")
    for label, pair in (("vertex graph", v0), ("self-energy pair", s0),
                        ("vertex + counterterms", v_sub),
                        ("self-energy + counterterms", s_sub),
                        ("bare sum", (t2, t1))):
        x, y = (float(z) + 0.0 if abs(z) > 1e-12 else 0.0 for z in pair)
        print(f" {label}, 1/eps^2 and 1/eps: {x:.6f}, {y:.6f}")
    row = ", ".join(f"{float(x) if abs(x) > 1e-12 else 0.0:.4f}"
                    for x in shifts)
    print(f" vertex 1/eps shift L=0 to 3, 0/1/2 subtractions: {row}")
    show(" finite part of sum at L=0", t0)

# --- numerical example with massless electrons ---
alpha = constants.fine_structure
a = alpha / (4 * np.pi)
L_example = np.log(100)
beta1 = 2 * float(c1) * a
beta2 = 4 * float(t1) * a ** 2
# running from the full pole equation at small eps, without expanding in a
e_small = mp.mpf('1e-3')
a_small = mp.mpf('1e-8')
slope_Z = a_small * mp.diff(
    lambda x: mp.log(1 - c1 * x / e_small - t1 * x ** 2 / e_small), a_small)
running = -2 * e_small / (1 - slope_Z) + 2 * e_small
expected = 2 * c1 * a_small + 4 * t1 * a_small ** 2
assert abs(running - expected) < 1e-3 * 4 * t1 * a_small ** 2
change1 = -float(c1) * a * L_example
change2 = -2 * float(t1) * a ** 2 * L_example
print("Example: massless electron, alpha taken at scale mu")
print(f"alpha: {alpha:.9f}")
print(f"a = alpha/(4 pi): {a:.6e}")
print(f"two-loop pole, coefficient of 1/eps: {float(t1) * a**2:.6e}")
print(f"L for p^2 = 100 mu^2: {L_example:.6f}")
print(f"change of Pi from mu^2 to 100 mu^2, one loop: {change1:.6e}")
print(f"change of Pi from mu^2 to 100 mu^2, two loops: {change2:.6e}")
print(f"d ln(alpha)/d ln(mu), one-loop term: {beta1:.6e}")
print(f"d ln(alpha)/d ln(mu), two-loop term: {beta2:.6e}")
print(f"two-loop term / one-loop term: {beta2 / beta1:.6e}")
print("tests ok")
```

Output:

```
All pole coefficients are dimensionless, d = 4 - 2 eps
One-loop integral, d=3 test, quadrature: 6.438816
One-loop integral, d=3 test, formula: 6.438816
Five-propagator integral K, quadrature: 7.212
Five-propagator integral K, recursion: 7.2124
One-loop Pi/a, 1/eps: 1.333333
One-loop Pi/a, finite at L=0: 2.222222
Gauge xi = 0
 delta1, delta2 (a/eps): 0.0000, 0.0000
 vertex graph, 1/eps^2 and 1/eps: 0.000000, 2.000000
 self-energy pair, 1/eps^2 and 1/eps: 0.000000, 0.000000
 vertex + counterterms, 1/eps^2 and 1/eps: 0.000000, 2.000000
 self-energy + counterterms, 1/eps^2 and 1/eps: 0.000000, 0.000000
 bare sum, 1/eps^2 and 1/eps: 0.000000, 2.000000
 vertex 1/eps shift L=0 to 3, 0/1/2 subtractions: 0.0000, 0.0000, 0.0000
 finite part of sum at L=0: -0.899577
Gauge xi = 1
 delta1, delta2 (a/eps): -1.0000, -1.0000
 vertex graph, 1/eps^2 and 1/eps: 1.333333, 7.555556
 self-energy pair, 1/eps^2 and 1/eps: -1.333333, -5.555556
 vertex + counterterms, 1/eps^2 and 1/eps: -1.333333, 3.111111
 self-energy + counterterms, 1/eps^2 and 1/eps: 1.333333, -1.111111
 bare sum, 1/eps^2 and 1/eps: 0.000000, 2.000000
 vertex 1/eps shift L=0 to 3, 0/1/2 subtractions: -8.0000, -4.0000, 0.0000
 finite part of sum at L=0: -0.899577
Gauge xi = 3
 delta1, delta2 (a/eps): -3.0000, -3.0000
 vertex graph, 1/eps^2 and 1/eps: 4.000000, 18.666667
 self-energy pair, 1/eps^2 and 1/eps: -4.000000, -16.666667
 vertex + counterterms, 1/eps^2 and 1/eps: -4.000000, 5.333333
 self-energy + counterterms, 1/eps^2 and 1/eps: 4.000000, -3.333333
 bare sum, 1/eps^2 and 1/eps: 0.000000, 2.000000
 vertex 1/eps shift L=0 to 3, 0/1/2 subtractions: -24.0000, -12.0000, 0.0000
 finite part of sum at L=0: -0.899577
Example: massless electron, alpha taken at scale mu
alpha: 0.007297353
a = alpha/(4 pi): 5.807049e-04
two-loop pole, coefficient of 1/eps: 6.744363e-07
L for p^2 = 100 mu^2: 4.605170
change of Pi from mu^2 to 100 mu^2, one loop: -3.565660e-03
change of Pi from mu^2 to 100 mu^2, two loops: -6.211788e-06
d ln(alpha)/d ln(mu), one-loop term: 1.548546e-03
d ln(alpha)/d ln(mu), two-loop term: 2.697745e-06
two-loop term / one-loop term: 1.742115e-03
tests ok
```
